**Distinct row table for six electrons in six orbitals, S = 0**

The program builds the table from the head row (3,0,3) and finds 30 rows and 175 walks. A row (a,b,c) describes the first k = a+b+c orbitals, with a equal to half the electron number minus the spin and b equal to twice the spin; x and xbar count the walks below and above a row, and y0 to y3 are the arc weights. The program asserts that an enumeration of all 4096 step sequences, made in terms of electron number and spin, gives the same rows and walks. For every row it also asserts that x agrees with two closed formulas and with the number of spin eigenstates found by diagonalizing S² over determinants. Further assertions cover the row-count formula for m = 1 to 6, the sum of x·xbar at each level, and the numbering of all 175 walks together with its inverse. The output lists the full table, the number (84) of triples that arise without the head condition, and the division of the 400 determinants with M = 0 into 175 singlet, 189 triplet, 35 quintet and 1 septet states. It ends with three numbered walks and the decoding of walk number 100.

## Verification by program

```python
"""Distinct row table (DRT) for 6 electrons in 6 orbitals with total spin S = 0.

Result under test: the table has 30 rows and 175 walks (spin-adapted states).
A row (a, b, c) describes the first k = a + b + c orbitals:
  a = (electrons)/2 - spin,  b = 2*spin,  c = k - a - b.
Step d of an orbital: 0 empty, 1 single with spin raised,
  2 single with spin lowered, 3 doubly occupied.
x    = number of lower walks (tail to row)
xbar = number of upper walks (row to head)
y_d  = arc weight, the sum of x over rows reached by smaller steps d' < d
Independent checks: enumeration of all 4**6 step sequences in terms of
electron number and spin, and diagonalization of S^2 over determinants.
"""
from itertools import combinations, product
from math import comb
import numpy as np

STEP = {0: (0, 0, 1), 1: (0, 1, 0), 2: (1, -1, 1), 3: (1, 0, 0)}


def build_table(head):
    """Generate rows from the head down, with links to the rows below."""
    rows, links, level = [], {}, [head]
    while level:
        below = set()
        for row in level:
            rows.append(row)
            links[row] = {}
            for d, change in STEP.items():
                child = tuple(p - q for p, q in zip(row, change))
                if min(child) >= 0:
                    links[row][d] = child
                    below.add(child)
        level = sorted(below, reverse=True)
    return rows, links


def binom(n, k):
    return comb(n, k) if k >= 0 else 0


def determinants(n, n_alpha, n_beta):
    """All pairs of alpha and beta occupation bit masks."""
    def masks(m):
        return [sum(1 << p for p in occ) for occ in combinations(range(n), m)]
    return [(s, t) for s in masks(n_alpha) for t in masks(n_beta)]


def s_squared_eigenvalues(n, n_alpha, n_beta):
    """Spectrum of S^2 = S_minus S_plus + M(M+1) at fixed M >= 0.

    Spin orbitals are ordered 1alpha, 1beta, 2alpha, 2beta, ..., so that
    flipping a spin within one orbital carries no sign.
    """
    dets = determinants(n, n_alpha, n_beta)
    m = (n_alpha - n_beta) / 2
    matrix = m * (m + 1) * np.eye(len(dets))
    if n_beta > 0 and n_alpha < n:
        raised = determinants(n, n_alpha + 1, n_beta - 1)
        place = {det: i for i, det in enumerate(raised)}
        s_plus = np.zeros((len(raised), len(dets)))
        for j, (alpha, beta) in enumerate(dets):
            for p in range(n):
                bit = 1 << p
                if beta & bit and not alpha & bit:
                    s_plus[place[(alpha | bit, beta ^ bit)], j] = 1.0
        matrix += s_plus.T @ s_plus
    return np.linalg.eigvalsh(matrix)


# ---------- the table and its weights ----------
n_orb, n_el, two_s = 6, 6, 0
a_head = (n_el - two_s) // 2
head = (a_head, two_s, n_orb - a_head - two_s)
tail = (0, 0, 0)
rows, links = build_table(head)
number = {row: j + 1 for j, row in enumerate(rows)}

x = {tail: 1}
y = {}
for row in reversed(rows):
    running, y[row] = 0, {}
    for d in sorted(links[row]):
        y[row][d] = running
        running += x[links[row][d]]
    if row != tail:
        x[row] = running
xbar = {row: 0 for row in rows}
xbar[head] = 1
for row in rows:
    for child in links[row].values():
        xbar[child] += xbar[row]


def trace(steps):
    """Arc weights from the top orbital down, and the walk number."""
    row, weights = head, []
    for d in reversed(steps):
        weights.append(y[row][d])
        row = links[row][d]
    assert row == tail
    return weights, 1 + sum(weights)


def decode(walk_number):
    row, rest, steps = head, walk_number - 1, []
    while row != tail:
        d = max(d for d in y[row] if y[row][d] <= rest)
        rest -= y[row][d]
        steps.append(d)
        row = links[row][d]
    assert rest == 0
    return tuple(reversed(steps))


# ---------- enumeration by electron number and spin ----------
electrons_added = (0, 1, 1, 2)
two_spin_added = (0, 1, -1, 0)
walks, visits = [], {}
for steps in product(range(4), repeat=n_orb):
    electrons, spin2, path = 0, 0, [tail]
    for k, d in enumerate(steps, start=1):
        electrons += electrons_added[d]
        spin2 += two_spin_added[d]
        if spin2 < 0:
            break
        a = (electrons - spin2) // 2
        path.append((a, spin2, k - a - spin2))
    else:
        if electrons == n_el and spin2 == two_s:
            walks.append(steps)
            for row in path:
                visits[row] = visits.get(row, 0) + 1

assert set(visits) == set(rows) and len(rows) == 30
assert len(walks) == x[head] == xbar[tail] == 175
assert all(visits[row] == x[row] * xbar[row] for row in rows)

# rows are exactly the triples with a+b <= 3 and b+c <= 3
allowed = {t for t in product(range(7), repeat=3)
           if t[0] + t[1] <= 3 and t[1] + t[2] <= 3}
assert allowed == set(rows)
for m in range(1, 7):
    count = len(build_table((m, 0, m))[0])
    assert 6 * count == (m + 1) * (m + 2) * (2 * m + 3)

# closed forms of x, and x as the number of spin eigenstates, for every row
for row in rows:
    a, b, c = row
    k = a + b + c
    assert x[row] == binom(k, a) * binom(k, c) - binom(k, a - 1) * binom(k, c - 1)
    assert (k + 1) * x[row] == (b + 1) * comb(k + 1, a) * comb(k + 1, c)
    spectrum = s_squared_eigenvalues(k, a + b, a)
    target = b / 2 * (b / 2 + 1)
    assert np.sum(np.abs(spectrum - target) < 1e-8) == x[row]

# every level is crossed once by each walk
level_rows = [[r for r in rows if sum(r) == k] for k in range(n_orb + 1)]
level_sums = [sum(x[r] * xbar[r] for r in group) for group in level_rows]
assert all(total == len(walks) for total in level_sums)

# numbering is complete and in dictionary order, top orbital first
ordered = sorted(walks, key=lambda steps: steps[::-1])
assert [trace(steps)[1] for steps in ordered] == list(range(1, 176))
assert all(decode(i + 1) == steps for i, steps in enumerate(ordered))

# spin content of all determinants with M = 0
full_spectrum = s_squared_eigenvalues(n_orb, 3, 3)
multiplets = [int(np.sum(np.abs(full_spectrum - s * (s + 1)) < 1e-8))
              for s in range(4)]
assert sum(multiplets) == len(full_spectrum) == comb(6, 3) ** 2

# triples reachable from the tail when the head condition is ignored
grown, layer = {tail}, {tail}
for _ in range(n_orb):
    layer = {tuple(p + q for p, q in zip(r, s)) for r in layer
             for s in STEP.values() if r[1] + s[1] >= 0}
    grown |= layer

# ---------- output ----------
print("All numbers are pure counts or labels (unit: 1); - = no arc")
print(" j  k  a b c   j0 j1 j2 j3   y0  y1  y2  y3    x xbar")
for row in rows:
    down = " ".join(f"{number[links[row][d]] if d in links[row] else '-':>2}"
                    for d in range(4))
    arcs = " ".join(f"{y[row].get(d, '-'):>3}" for d in range(4))
    a, b, c = row
    print(f"{number[row]:2d} {sum(row):2d}  {a} {b} {c}   {down}  {arcs}"
          f"  {x[row]:3d} {xbar[row]:4d}")
print("rows in table:", len(rows))
print("rows at levels k=0..6:", [len(group) for group in level_rows])
print("rows with b=0..3:", [sum(r[1] == b for r in rows) for b in range(4)])
print("arcs in graph:", sum(len(links[r]) for r in rows))
print("triples without head condition:", len(grown))
print("walks from x(head):", x[head])
print("walks by enumeration:", len(walks))
print("sum of x*xbar at k=0..6:", level_sums)
print("determinants with M=0:", len(full_spectrum))
print("of these with S=0,1,2,3:", multiplets)
print("Walks: steps of orbitals 1..6; arc weights from orbital 6 to 1")
for steps in [(3, 3, 3, 0, 0, 0), (3, 1, 2, 1, 2, 0), (0, 0, 0, 3, 3, 3)]:
    weights, walk_number = trace(steps)
    print("".join(map(str, steps)), "weights", weights, "number", walk_number)
chosen = 100
decoded = decode(chosen)
print("walk number", chosen, "has steps", "".join(map(str, decoded)),
      "weights", trace(decoded)[0])
print("done: every assertion held")
```

It prints:

```
All numbers are pure counts or labels (unit: 1); - = no arc
 j  k  a b c   j0 j1 j2 j3   y0  y1  y2  y3    x xbar
 1  6  3 0 3    2  -  3  4    0   -  50 125  175    1
 2  5  3 0 2    5  -  6  7    0   -  10  30   50    1
 3  5  2 1 2    6  7  8  9    0  20  40  55   75    1
 4  5  2 0 3    7  -  9 10    0   -  20  40   50    1
 5  4  3 0 1   11  - 12 13    0   -   1   4   10    1
 6  4  2 1 1   12 13 14 15    0   3   9  12   20    2
 7  4  2 0 2   13  - 15 16    0   -   6  14   20    3
 8  4  1 2 1   14 15 17 18    0   3  11  12   15    1
 9  4  1 1 2   15 16 18 19    0   8  14  17   20    2
10  4  1 0 3   16  - 19 20    0   -   6   9   10    1
11  3  3 0 0    -  -  - 21    -   -   -   0    1    1
12  3  2 1 0    - 21  - 22    -   0   -   1    3    3
13  3  2 0 1   21  - 22 23    0   -   1   3    6    6
14  3  1 2 0    - 22  - 24    -   0   -   2    3    3
15  3  1 1 1   22 23 24 25    0   2   5   6    8    8
16  3  1 0 2   23  - 25 26    0   -   3   5    6    6
17  3  0 3 0    - 24  -  -    -   0   -   -    1    1
18  3  0 2 1   24 25  -  -    0   1   -   -    3    3
19  3  0 1 2   25 26  -  -    0   2   -   -    3    3
20  3  0 0 3   26  -  -  -    0   -   -   -    1    1
21  2  2 0 0    -  -  - 27    -   -   -   0    1   10
22  2  1 1 0    - 27  - 28    -   0   -   1    2   20
23  2  1 0 1   27  - 28 29    0   -   1   2    3   20
24  2  0 2 0    - 28  -  -    -   0   -   -    1   15
25  2  0 1 1   28 29  -  -    0   1   -   -    2   20
26  2  0 0 2   29  -  -  -    0   -   -   -    1   10
27  1  1 0 0    -  -  - 30    -   -   -   0    1   50
28  1  0 1 0    - 30  -  -    -   0   -   -    1   75
29  1  0 0 1   30  -  -  -    0   -   -   -    1   50
30  0  0 0 0    -  -  -  -    -   -   -   -    1  175
rows in table: 30
rows at levels k=0..6: [1, 3, 6, 10, 6, 3, 1]
rows with b=0..3: [16, 9, 4, 1]
arcs in graph: 68
triples without head condition: 84
walks from x(head): 175
walks by enumeration: 175
sum of x*xbar at k=0..6: [175, 175, 175, 175, 175, 175, 175]
determinants with M=0: 400
of these with S=0,1,2,3: [175, 189, 35, 1]
Walks: steps of orbitals 1..6; arc weights from orbital 6 to 1
333000 weights [0, 0, 0, 0, 0, 0] number 1
312120 weights [0, 10, 3, 1, 0, 0] number 15
000333 weights [125, 40, 9, 0, 0, 0] number 175
walk number 100 has steps 103122 weights [50, 40, 3, 6, 0, 0]
done: every assertion held
```
